# Electrostatic boundary settings for polarization maps in ferroelectric films

A 10 nm ferroelectric hafnia film lies between two metal electrodes. Some grains are polarized up and others down, so its faces carry a patchwork of bound charge. How large is the field opposing the polarization in a given grain, and how does it differ between shorted electrodes and isolated, neutral ones?

The same question arises when an electronic-structure program treats a film as a slab periodic in the plane. Such a program may let the user choose what bounds the slab along its normal: vacuum, a metal, a fixed voltage or a fixed displacement. This setting makes two decisions. One concerns the surroundings' response to lateral variations of charge. The other concerns the laterally averaged field, which depends on the external circuit.

## The model

The film occupies $0<z<d$. Its polarization is split into a frozen part $\mathbf P$, present at zero field, and a linear response described by in-plane and normal permittivities $\varepsilon_x$ and $\varepsilon_z$:

$$\mathbf D=\varepsilon_0(\varepsilon_xE_x,\varepsilon_xE_y,\varepsilon_zE_z)+\mathbf P .$$

If $\mathbf P$ comes from a first-principles calculation, it must be the zero-field part. Otherwise the linear response is counted twice.

The map is periodic in $x,y$ and constant in $z$ within each of a few slices. The film holds no free charge, so $\nabla\cdot\mathbf D=0$. With $\mathbf E=-\nabla\phi$ and $\phi=\sum_{\mathbf k}\phi_{\mathbf k}(z)e^{i\mathbf k\cdot\mathbf r}$, where $\mathbf r=(x,y)$, each in-plane wavevector separates:

$$(-\varepsilon_z\partial_z^2+\varepsilon_xk^2)\phi_{\mathbf k}=\rho_{\mathbf k}/\varepsilon_0,\qquad \rho=-\nabla\cdot\mathbf P .$$

The source includes the face charges, $+P_z$ at $z=d$ and $-P_z$ at $z=0$.

## What the surroundings do at nonzero wavevector

Any laterally uniform linear stack outside a face is described by one number per wavevector, an impedance $Z(k)$ defined by

$$D^{\rm out}_{\mathbf k}=\varepsilon_0k\,\phi_{\mathbf k}/Z ,$$

where $D^{\rm out}$ is the displacement leaving the film.

**Vacuum.** The potential decays as $e^{-ks}$ with distance $s$ from the face. Hence $D^{\rm out}=\varepsilon_0k\phi$ and $Z=1$.

**Metal.** In linear Thomas–Fermi theory the potential, measured from the metal's bulk, obeys $\partial_s^2\phi=(k^2+\lambda^{-2})\phi$. It decays at the rate $\kappa=\sqrt{k^2+\lambda^{-2}}$, so $D^{\rm out}=\varepsilon_0\varepsilon_m\kappa\phi$ and $Z=k/(\varepsilon_m\kappa)$. Here $\varepsilon_m$ is the permittivity of the metal's bound electrons. An ideal metal has $Z=0$.

**An added layer** of thickness $t$ and permittivity $\varepsilon_i$, backed by impedance $Z$. Write $\phi=A\cosh ks+B\sinh ks$, with $s=0$ at the film. The impedance seen by the film is $Z'=-A/(\varepsilon_iB)$. With $T=\tanh kt$, the condition at $s=t$ is

$$-\varepsilon_iZ(AT+B)=A+BT\;\Rightarrow\; B(\varepsilon_iZ+T)=-A(1+\varepsilon_iZT),$$

$$Z'=\frac{\varepsilon_iZ+T}{\varepsilon_i(1+\varepsilon_iZT)} .$$

Inside the film, source-free solutions vary as $e^{\pm qz}$ with $q=k\sqrt{\varepsilon_x/\varepsilon_z}$. Let $g=\sqrt{\varepsilon_x\varepsilon_z}$, so that $\varepsilon_zq=gk$. The solution fitting the top face is $u_>=e^{q(d-z)}+r_te^{-q(d-z)}$. At $z=d$ it has value $1+r_t$ and slope $-q(1-r_t)$. Continuity of displacement requires $gk(1-r_t)=k(1+r_t)/Z_t$, hence

$$r=\frac{gZ-1}{gZ+1}$$

for the top. The bottom follows by reflection, with $u_<=e^{qz}+r_be^{-qz}$.

The Green function $G(z,z')$ is the potential of a unit source at $z'$. It has the form $A\,u_<(z_<)u_>(z_>)$, where $z_<$ and $z_>$ are the smaller and larger of $z,z'$. Its slope jumps by $-1/(\varepsilon_0\varepsilon_z)$ at the source. Multiplying out, the mixed terms cancel:

$$u_<u_>'-u_<'u_>=-2qe^{qd}(1-r_br_te^{-2qd}).$$

Thus $A=e^{-qd}/(2\varepsilon_0gk\Delta)$ with $\Delta=1-r_br_te^{-2qd}$, and

$$G=\frac{e^{-q|z-z'|}+r_be^{-q(z+z')}+r_te^{-q(2d-z-z')}+r_br_te^{-q(2d-|z-z'|)}}{2\varepsilon_0gk\,\Delta}.$$

The terms are the direct field, one reflection from each face, and a double reflection. $\Delta$ sums the repeated round trips. No exponential grows, so large $k$ causes no overflow.

## From the map to the field

The potential is $\int G\rho_{\mathbf k}\,dz'$. Integration by parts moves the normal derivative from $P_z$ to $G$ and absorbs the face charges:

$$\phi_{\mathbf k}(z)=\int_0^d\!dz'\,[P_{z,\mathbf k}\,\partial_{z'}G-i\mathbf k\cdot\mathbf P_{\parallel,\mathbf k}\,G].$$

For a slice $a<z'<b$ the first term gives $P_{z,\mathbf k}[G(z,b)-G(z,a)]$. For the second, $G$ is symmetric in its arguments and so obeys the same differential equation in $z'$. Integrating that equation over the slice gives

$$\varepsilon_xk^2\int_a^bG\,dz'=\frac{\chi}{\varepsilon_0}+\varepsilon_z[\partial_{z'}G]_a^b ,$$

where $\chi=1$ if $z$ lies inside the slice and $0$ if outside. The fields are $\mathbf E_\parallel=-i\mathbf k\phi_{\mathbf k}$ and $E_z=-\partial_z\phi_{\mathbf k}$.

When $P_z$ is uniform through the whole thickness and there is no in-plane part, $E_{z,\mathbf k}=-P_{\mathbf k}[\partial_zG(z,d)-\partial_zG(z,0)]$. Differentiating the four terms and collecting factors gives, at mid-plane,

$$E_{z,\mathbf k}=-\frac{P_{\mathbf k}}{\varepsilon_0\varepsilon_z}\,\frac{h}{2\Delta}\big[(1+r_t)(1-r_bh^2)+(1+r_b)(1-r_th^2)\big],\quad h=e^{-qd/2}.$$

For ideal metals touching both faces, $r=-1$ and this field vanishes. The metal charge then coincides with the bound charge and cancels it. With the electrodes shorted, that setting removes the depolarization field of such a map altogether; it does not estimate the field in a real capacitor.

## The zero-wavevector term

At $k=0$ the Green function above is undefined, and Gauss's law says only that the averaged displacement $D$ is constant between the electrodes. With $\bar P_z$ the lateral average,

$$\bar E_z=\frac{D-\bar P_z}{\varepsilon_0\varepsilon_z}.$$

The circuit must supply $D$, which equals the net free charge per area on the bottom electrode.

**Open.** Here this means isolated electrodes that carry no net charge, so $D=0$. The same holds for a free-standing film with no applied field. Merely disconnecting a shorted capacitor does not produce this state: the electrodes keep their charge, so $D$ and, for a fixed map, the field stay at their shorted values.

**Shorted.** For identical electrodes the bulk potentials are equal. Each surrounding stack drops a voltage $Ds/\varepsilon_0$, where $s=\lim_{k\to0}Z/k$. A layer contributes $t/\varepsilon_i$ to $s$ and a metal contributes $\lambda/\varepsilon_m$. Setting the total drop to zero gives

$$D\,s_b+\int_0^d\frac{D-\bar P_z}{\varepsilon_z}dz+D\,s_t=0,$$

$$D=\frac{1}{S}\int_0^d\frac{\bar P_z}{\varepsilon_z}dz,\qquad S=\frac d{\varepsilon_z}+s_b+s_t .$$

A bottom-minus-top voltage $V$ adds $\varepsilon_0V/S$ to $D$. Electrodes with different work functions act through such a $V$. For $\bar P_z$ uniform in depth,

$$\bar E_z^{\rm short}=-\frac{\bar P_z}{\varepsilon_0\varepsilon_z}\,\frac{s_b+s_t}{S}.$$

**Is $k=0$ the limit of small $k$?** With electrodes, $Z\approx ks$ gives $1+r\approx2gks$ and $\Delta\approx2gkS$. The square bracket in the mid-plane formula tends to $4gk(s_b+s_t)$, which reproduces the shorted result. Open electrodes are therefore an exception at $k=0$: charge still moves sideways within each electrode and screens every lateral variation, but no net charge can arrive. For a free-standing film, $r$ stays fixed with $|r|<1$. The bracket tends to $2(1-r^2)$ and $\Delta$ to $1-r^2$, which reproduces the open result.

## Choosing the setting

- **Capacitor at rest with its terminals connected:** electrode impedances for $k\ne0$, shorted value at $k=0$.
- **Isolated capacitor with neutral electrodes, before charge leaks through the film:** the same impedances, but $D=0$.
- **Capacitor disconnected after shorting, before charge leaks:** the same impedances, with $D$ held at its value at disconnection.
- **Free-standing film:** $Z=1$ and $D=0$.

Two cell constructions need care.

*A metal plane set back from the slab.* A vacuum gap $t$ contributes its full thickness to $s$, whereas the film contributes only $d/\varepsilon_z$. For $d=10$ nm and $\varepsilon_z=30$ the latter is 0.33 nm. With 0.5 nm of vacuum on each side of a uniformly polarized film, the shorted field is $1/(0.33+1)=75\%$ of the open one. The setting is nominally shorted, but the result is closer to open.

*Slabs repeated along the normal.* A potential periodic along $z$ has zero average field over the cell. This is the shorted condition with $s_b+s_t$ replaced by the vacuum thickness $L_v$. For $L_v=2$ nm the same film has $2/2.33=86\%$ of its open field. Imposing $D=0$ repairs the average only. Lateral modes still couple neighbouring slabs through a factor $e^{-kL_v}$. For lateral period $a$ this is $e^{-2\pi L_v/a}$, which falls to 1% at $L_v\approx0.73a$. Decoupling the potentials outside a wide domain pattern therefore needs a wide vacuum, whatever is done at $k=0$. For a map of normal polarization, the field inside a film of high permittivity is less sensitive. For very wide patterns its relative error tends to $(d/\varepsilon_z)/(L_v+d/\varepsilon_z)$, which is 3% for this film at $L_v=10$ nm. This does not carry over to in-plane polarization modulated along its own direction. There the in-plane field of a free film falls toward zero as the period grows, while that of the repeated slabs stays near $\varepsilon_xd/(\varepsilon_xd+L_v)$ of $P_x/(\varepsilon_0\varepsilon_x)$. At $L_v=10$ nm it is too large by 7% for a 100 nm period and by 38% for 400 nm.

## A worked capacitor

The parameters are rough values for a hafnium–zirconium oxide film between titanium nitride electrodes:

- Film: $d=10$ nm, $\varepsilon_x=\varepsilon_z=30$, $|P_z|=20$ µC/cm².
- Top interfacial oxide: $t=0.5$ nm, $\varepsilon_i=40$.
- Electrodes: electron density $n=5\times10^{22}$ cm⁻³, $\varepsilon_m=5$.

For free electrons the Fermi energy is $E_F=4.95$ eV. The screening length $\lambda=\sqrt{2\varepsilon_0\varepsilon_mE_F/(3ne^2)}$ is 0.135 nm. Hence $s_b=0.135/5=0.0270$ nm, $s_t=0.0270+0.5/40=0.0395$ nm, and $S=0.3333+0.0665=0.3998$ nm.

A fully poled film has an open-circuit field $-P/(\varepsilon_0\varepsilon_z)=-7.53$ MV/cm. Shorting multiplies it by $0.0665/0.3998=0.166$, giving $-1.25$ MV/cm.

Now take one harmonic of period 40 nm, with $k=0.1571$ nm⁻¹ and $h^2=e^{-kd}=0.2079$. The impedances are $Z_b=0.00424$ and $Z_t=0.00612$, so $r_b=-0.774$ and $r_t=-0.690$. Then $\Delta=0.977$, and the bracket is $0.310\times1.161+0.226\times1.143=0.618$. The field is $0.456\times0.618/(2\times0.977)=0.144$ of the open value. Since 1 µC/cm² gives an open field of 0.376 MV/cm, the response is $-0.054$ MV/cm per µC/cm². Other periods follow in the same way:

| Period (nm) | With electrodes | Free-standing |
|---:|---:|---:|
| 5 | −0.0007 | −0.0014 |
| 10 | −0.012 | −0.031 |
| 20 | −0.037 | −0.146 |
| 40 | −0.054 | −0.278 |
| 100 | −0.061 | −0.355 |
| 400 | −0.063 | −0.374 |

The entries are mid-plane $E_z/P_z$ in MV/cm per µC/cm². The right column approaches the open value, 0.376 in magnitude, and the left column the shorted one, 0.063. At short periods both fall because the field decays before reaching mid-plane.

The map is a periodic $4\times4$ array of 10 nm blocks, ten up and six down. It was sampled on $180\times180$ pixels. A discrete Fourier transform treats pixels as points. Integrating $e^{-ikx}$ across a pixel of width $w$ supplies the missing factor $\sin(k_xw/2)/(k_xw/2)$, and likewise for $y$. With shorted electrodes, the signs and the mid-plane fields at the block centres (MV/cm) are

```
+ + - +    -1.09  -0.96   0.83  -0.96
+ - - +    -1.10   0.81   0.94  -0.97
+ + + -    -0.96  -1.09  -0.96   0.83
- + + -     0.81  -1.10  -0.97   0.94
```

Every listed field opposes its block's polarization. Averaged over depth at the block centres, the opposing field is 1.15 to 1.22 MV/cm, close to the fully poled value although a quarter of the polarization survives in the mean. The reason is local screening. The depth average is $[\phi(0)-\phi(d)]/d$, and evaluating $G$ at the faces gives

$$-\frac{P_{\mathbf k}}{2\varepsilon_0gkd\Delta}\big[(1+r_t)(1+r_bh^4)+(1+r_b)(1+r_th^4)-2h^2(1+r_b)(1+r_t)\big].$$

For the 40 nm harmonic this is 0.160 of the open value, against 0.166 for uniform polarization. At the centres of 10 nm blocks, a mixed pattern therefore brings little relief from the depth-averaged field. Nearer the walls it brings more: averaged over whole blocks as well as over depth, the opposing field is 0.87 to 1.12 MV/cm, with a mean of 1.00.

Replacing the shorted electrodes by isolated, neutral ones, with the same map, changes only the mean. The average polarization is $20\times(10-6)/16=5$ µC/cm², so the mean field goes from $-0.31$ to $-1.88$ MV/cm, and the top electrode sits 1.88 V above the bottom one. Every point in the film receives the same shift of $-1.57$ MV/cm. The fields at the down-block centres become negative and now support their polarization, while the up blocks face as much as 2.67 MV/cm. Removing the electrodes leaves the mean at $-1.88$ MV/cm, but the block-centre fields then run from $-5.67$ to $+3.73$ MV/cm. Open electrodes and no electrodes are thus different settings, even though $D=0$ in both.

## How far to trust the numbers

The shorted fields are comparable with a coercive field of roughly 1 MV/cm, so a frozen map is itself doubtful: real polarization may relax or switch. The fully poled open field exceeds a rough breakdown field of a few MV/cm and should not be expected to persist.

Charge trapped at the interfacial oxide is another omission. A sheet $\sigma$ at the film's top face makes the displacement in the oxide $D+\sigma$. The shorted condition then changes the film field by $-\sigma s_t/(\varepsilon_0\varepsilon_zS)$, or $-0.060$ MV/cm for $+10^{13}$ elementary charges per cm². Negative charge relieves an up-polarized film. Removing the whole 1.25 MV/cm from this interface alone would take about $2\times10^{14}$ cm⁻². Some charging is plausible, though whether so much charge can be trapped is not settled here. The largest oxide field found above a block centre, $D^{\rm out}/(\varepsilon_0\varepsilon_i)$, is 4.5 MV/cm, near a rough breakdown value of 5. The tunnelling factor $e^{-2t\sqrt{2m\Phi}/\hbar}$ for a barrier $\Phi=1$ eV and the free-electron mass is $6\times10^{-3}$, so electrons can reach the interface.

Other changes, made one at a time in the shorted case, alter the mid-plane $E_z$ at block centres by up to about:

- 0.10 MV/cm when $\varepsilon_x$ is lowered to 24;
- 0.04 MV/cm when both permittivities are lowered to 25;
- 0.01 MV/cm when the block walls are smeared by a Gaussian of standard deviation 0.5 nm.

Tilted polar axes matter more. Tilt each axis by 20° at fixed $|\mathbf P|$, with azimuth $90^\circ\times[(i+2j)\bmod4]$ for row $i$ and column $j$ counted from zero. The normal field changes by at most 0.08 MV/cm, but the largest in-plane field at the block centres rises from 0.09 to 1.4 MV/cm. Its source is bound charge on the vertical walls between blocks. A polycrystalline film therefore calls for the full vector map.

The electrode model is also strained. The displacement behind the 4.5 MV/cm oxide field is 16 µC/cm², which is roughly the electrode's screening charge there. Spread over one screening length, it changes the electron density by 15%, so linear screening is an approximation here. It also weakens at short periods. While $k\lambda\ll1$, the bottom reflection $r_b$ vanishes at $k=1/(gs_b)$, a period of $2\pi\times30\times0.027\approx5$ nm. For finer patterns the bottom electrode no longer returns an opposite-sign image, and an ideal-metal setting is wrong there even in the sign of the reflection. At the top face the oxide, whose permittivity exceeds the film's, keeps the reflection negative but weak, at about −0.1.
